\section*{Simple natural length and true decay length of a double-gate film}

\section{Problem}

A silicon film of thickness $t_s=60$ angstrom lies between two gates. An oxide of thickness $t_{ox}=10$ angstrom separates the film from each gate. The relative permittivities are given the round model values $\varepsilon_s=12$ for the film and $\varepsilon_{ox}=4$ for the oxide. The transistor is below threshold.

(a) Calculate the simple natural length $\lambda$ of this structure, that is, the decay length along the channel that follows when the film potential is taken as flat across the film and the oxide potential as linear.

(b) The drain end of the film is raised so that an electron's potential energy falls there by 1 eV. By how much does the electron's potential energy fall 150 angstrom away, averaged over the film thickness, if the source is much farther off?

\subsection*{Conventions and assumptions}

The coordinate $x$ runs along the channel from the drain, and $y$ runs across it, with $y=0$ at mid-film. The film surfaces are at $y=\pm h$, with $h=t_s/2=30$ angstrom, and the gates are at $y=\pm(h+t_{ox})$. Nothing varies in the third direction. The two gates are ideal conductors tied together.

In atomic units the electrostatic potential $\varphi$ obeys
\begin{equation}
\nabla\cdot(\varepsilon\nabla\varphi)=-4\pi\rho .
\end{equation}
Let $u=\varphi_2-\varphi_1$ be the difference between the potentials at two drain biases, with the gate bias held fixed. The ionized dopants are the same in both states, and below threshold the mobile charge is neglected in both. Subtracting the two Poisson equations therefore removes the charge:
\begin{equation}
\nabla\cdot(\varepsilon\nabla u)=0 .
\label{laplace}
\end{equation}
Fixed work-function offsets cancel in the same way, so $u=0$ on the gates. An electron has charge $-1$ in these units, so a positive $u$ lowers its potential energy by $u$.

\section{A tempting solution}

Integrate \eqref{laplace} over the film thickness at fixed $x$. Inside the film $\varepsilon_s$ is constant, so
\begin{equation}
\varepsilon_s\frac{d^2}{dx^2}\int_{-h}^{h}u\,dy
+\varepsilon_s\left[\frac{\partial u}{\partial y}\right]_{-h}^{h}=0 .
\end{equation}
The first integral is $t_s\bar u$, where $\bar u(x)$ is the film average. The structure and the drain step are symmetric about mid-film, so the slopes at the two surfaces are opposite. Let
\begin{equation}
q=-\varepsilon_s\left.\frac{\partial u}{\partial y}\right|_{y=h^-}
\end{equation}
be the flux leaving the film through one surface. The bracket, including its prefactor, is then $-2q$, and
\begin{equation}
\varepsilon_s t_s\,\bar u''=2q .
\label{slice}
\end{equation}
The factor 2 counts the two gates. No approximation has been made in this balance beyond those of the model itself.

Two approximations close the equation. The potential is taken to fall linearly from its surface value $u_s$ to zero across the oxide, which gives $q=\varepsilon_{ox}u_s/t_{ox}$. The film is thin, so its potential is taken as flat, $u_s=\bar u$. Then
\begin{equation}
\bar u''=\frac{2\varepsilon_{ox}}{\varepsilon_s t_s t_{ox}}\,\bar u
=\frac{\bar u}{\lambda^2},
\qquad
\lambda=\sqrt{\frac{\varepsilon_s t_s t_{ox}}{2\varepsilon_{ox}}} .
\label{simple}
\end{equation}
With the given numbers,
\begin{equation}
\lambda^2=\frac{12\times60\times10}{2\times4}=900\ \text{angstrom}^2,
\qquad \lambda=30\ \text{angstrom}=3\ \text{nm}.
\end{equation}

The general solution of \eqref{simple} is $Ae^{-x/\lambda}+Be^{x/\lambda}$. With the source far away the growing part must vanish, so $B=0$, and $A=1$ eV at the drain. The tempting answer to (b) is
\begin{equation}
\bar u(150)=(1\ \text{eV})\,e^{-150/30}=(1\ \text{eV})\,e^{-5}=0.0067\ \text{eV}.
\end{equation}

\section{Where it fails}

The answer to (a) is right: the problem defines $\lambda$ by the two approximations, and 3 nm is what they give. The fault lies in (b), where $\lambda$ is used as if it were the decay length of the actual potential. The approximations can be examined with their own result.

Flux continuity at the film surface, together with the linear oxide drop, requires
\begin{equation}
-\left.\frac{\partial u}{\partial y}\right|_{h^-}
=\frac{\varepsilon_{ox}}{\varepsilon_s}\frac{u_s}{t_{ox}}
=\frac{u_s}{30\ \text{angstrom}} .
\end{equation}
A film with this slope at its surface cannot be flat. The simplest symmetric profile is a parabola, $u=u_m-ay^2$, with $u_m$ the mid-film value. Its downward slope at the surface is $2ah$, so the drop from the middle to the surface is
\begin{equation}
u_m-u_s=ah^2=\frac h2\,(2ah)
=\frac{\varepsilon_{ox}t_s}{4\varepsilon_s t_{ox}}\,u_s
=\frac{30}{2\times30}\,u_s=0.5\,u_s .
\label{drop}
\end{equation}
The middle of the film therefore lies about 50\% above the surface value. The average of $y^2$ over the film is $h^2/3$, so
\begin{equation}
\bar u=u_m-\frac{ah^2}{3}=\left(1.5-\frac{0.5}{3}\right)u_s\approx1.33\,u_s .
\end{equation}
The flat-film step set this factor to 1. That overstates the flux drawn off by the gates for a given average potential, and so makes the decay too fast.

Equation \eqref{drop} also shows what ``thin'' has to mean. It is not enough that the film is a few nanometres thick. As long as the oxide drop is close to linear, the film must be thin compared with the oxide after each thickness has been divided by its permittivity: $t_s/\varepsilon_s\ll 4t_{ox}/\varepsilon_{ox}$. Here the two sides are 5 and 10 angstrom. This condition secures only the flat film, and it is sufficient rather than necessary: under an oxide much thicker than the film the drop is far from linear, and the film can be nearly flat without it. The linear oxide drop has a condition of its own: the oxide must be thin compared with the decay length.

\section{The right solution}

\subsection{The decay length without the two approximations}

Look for solutions $u=X(x)f(y)$ of \eqref{laplace}. Within each layer $\varepsilon$ is constant, and division by $\varepsilon Xf$ gives
\begin{equation}
\frac{X''}{X}=-\frac{f''}{f}=k^2 .
\end{equation}
The left side depends on $x$ alone and the middle on $y$ alone, so $k^2$ is constant. It is the same in film and oxide because the potential must match at the interface for every $x$. It is also positive. To see this, multiply $-(\varepsilon f')'=k^2\varepsilon f$ by $f$ and integrate from gate to gate. The boundary terms vanish because $f=0$ there, which leaves
\begin{equation}
\int\varepsilon f'^2\,dy=k^2\int\varepsilon f^2\,dy .
\end{equation}
The part that decays away from the drain is $X=e^{-kx}$, with decay length $1/k$.

For $y\ge0$ the symmetric solution that vanishes on the gate is
\begin{equation}
f=\begin{cases}
\cos ky, & 0\le y\le h,\\
C\sin k(h+t_{ox}-y), & h\le y\le h+t_{ox}.
\end{cases}
\end{equation}
Continuity of $u$ and of $\varepsilon\,\partial u/\partial y$ at $y=h$ gives
\begin{align}
\cos kh&=C\sin kt_{ox},\\
-\varepsilon_s k\sin kh&=-\varepsilon_{ox}kC\cos kt_{ox}.
\end{align}
Dividing the second line by the first removes $C$:
\begin{equation}
\varepsilon_s\tan kh=\varepsilon_{ox}\cot kt_{ox}
\quad\Longrightarrow\quad
\tan kh\,\tan kt_{ox}=\frac{\varepsilon_{ox}}{\varepsilon_s}.
\label{mode}
\end{equation}
As $k$ grows from zero until the larger of $kh$ and $kt_{ox}$ reaches $\pi/2$, the left side rises steadily from zero without bound. There is exactly one root in this range. It is the smallest, and it sets the slowest decay, $\Lambda=1/k$.

For the given film the root is
\begin{equation}
\Lambda=35.2\ \text{angstrom}=3.52\ \text{nm}.
\end{equation}
It can be checked by hand: $h/\Lambda=0.852$ and $t_{ox}/\Lambda=0.284$, whose tangents are 1.142 and 0.292, with product 0.333, as required. Diagonalizing the discretized cross-section gives 35.22 angstrom, and the decay of a separate two-dimensional numerical solution gives 35.23 angstrom.

\subsection{How the simple length is related to the true one}

On the range that holds the first root, both arguments lie between 0 and $\pi/2$, where $\tan z>z$. Equation \eqref{mode} then implies
\begin{equation}
\frac{\varepsilon_{ox}}{\varepsilon_s}>\frac{h\,t_{ox}}{\Lambda^2}
\quad\Longrightarrow\quad
\Lambda^2>\frac{\varepsilon_s h t_{ox}}{\varepsilon_{ox}}=\lambda^2 .
\end{equation}
In this model the simple length is thus a lower bound on the decay length, whatever the thicknesses and permittivities.

The size of the gap follows from $\tan z=z+z^3/3+\dots$, valid when $h$ and $t_{ox}$ are small compared with $\Lambda$:
\begin{equation}
\frac{h t_{ox}}{\Lambda^2}
\left[1+\frac{h^2+t_{ox}^2}{3\Lambda^2}+\dots\right]
=\frac{\varepsilon_{ox}}{\varepsilon_s}.
\end{equation}
Multiply by $\Lambda^2\varepsilon_s/\varepsilon_{ox}$ and use $\varepsilon_s h t_{ox}/\varepsilon_{ox}=\lambda^2$:
\begin{equation}
\Lambda^2=\lambda^2\left[1+\frac{h^2+t_{ox}^2}{3\Lambda^2}+\dots\right].
\end{equation}
In the small term $\Lambda^2$ may be replaced by $\lambda^2$ at this order, so
\begin{equation}
\Lambda^2=\lambda^2+\frac{h^2+t_{ox}^2}{3}+\dots
\label{expand}
\end{equation}
The correction is $(900+100)/3=333$ angstrom$^2$, and $\sqrt{900+333}=35.1$ angstrom, already close to the full root. Of the 333 angstrom$^2$, the film supplies 300 and the oxide 33.

\subsection{Two limits}

\emph{Weakly coupled gates.} Keep the geometry fixed and let $\varepsilon_s/\varepsilon_{ox}$ grow. Then $\lambda^2$ grows in proportion, while the correction in \eqref{expand} stays fixed, so $\Lambda/\lambda\to1$. For permittivity ratios of 3, 30 and 300 the computed values of $\Lambda/\lambda$ are 1.174, 1.018 and 1.002. The simple length becomes accurate here for two reasons. The oxide, not the film, limits the flux to the gates, so the film is nearly flat. The decay length is also much greater than the oxide thickness, so the oxide drop is nearly linear. The price is a long decay: at a ratio of 300 both lengths are about 300 angstrom.

\emph{Vanishing oxide.} Let $t_{ox}\to0$ at fixed permittivities. The simple length then goes to zero, as if the gates could suppress any disturbance at once. In \eqref{mode}, however, $\tan kt_{ox}\to0$, so the product can stay finite only if $\tan kh\to\infty$. Hence $kh\to\pi/2$ and
\begin{equation}
\Lambda\to\frac{2h}{\pi}=\frac{t_s}{\pi}.
\end{equation}
The gates now hold the film surfaces at $u=0$, but the interior still carries the drain's influence over a distance set by the film thickness. Thinning the oxide further cannot shorten the decay below this value. Only a thinner film can.

\subsection{Which approximation causes the error}

The balance \eqref{slice} allows the two approximations to be judged separately. Define
\begin{equation}
F=\frac{\bar u}{u_s},\qquad G=\frac{q\,t_{ox}}{\varepsilon_{ox}u_s}.
\end{equation}
The simple model sets $F=G=1$. For the slowest mode $\bar u''=\bar u/\Lambda^2$, and the definitions give $q=G\varepsilon_{ox}\bar u/(Ft_{ox})$. Inserting both into \eqref{slice},
\begin{equation}
\frac{\varepsilon_s t_s}{\Lambda^2}=\frac{2G\varepsilon_{ox}}{F\,t_{ox}}
\quad\Longrightarrow\quad
\Lambda^2=\lambda^2\,\frac FG .
\end{equation}
The mode profile supplies both factors. The film average of $\cos ky$ is $\sin(kh)/(kh)$ and its surface value is $\cos kh$. In the oxide the flux at the interface is $\varepsilon_{ox}kC\cos kt_{ox}$ and the surface value is $C\sin kt_{ox}$. Therefore
\begin{equation}
F=\frac{\tan kh}{kh},\qquad G=kt_{ox}\cot kt_{ox}.
\end{equation}
The two-dimensional solution gives $F=1.341$ and $G=0.973$, so that
\begin{equation}
\Lambda=30\sqrt{\frac{1.341}{0.973}}=35.2\ \text{angstrom}.
\end{equation}
The flat-film step alone accounts for a factor $\sqrt{1.341}=1.158$ in the length. The linear oxide drop accounts for $1/\sqrt{0.973}=1.014$. The parabola used above to locate the fault gave 1.33 for $F$, close to the computed value.

The factor $G$ lies below 1 because $f''=-k^2f$ makes the potential in the oxide fall more steeply towards the gate. Its slope at the film surface is then smaller than the mean slope $u_s/t_{ox}$.

\subsection{The lowering at 150 angstrom}

At 150 angstrom from the drain the slowest mode is all that matters. The next root of \eqref{mode} has $kh>\pi$: between $kh=\pi/2$ and $\pi$ the first tangent is negative while the second, with $t_{ox}=h/3$, is positive, so their product cannot equal $1/3$. The next decay length is therefore below $h/\pi\approx9.5$ angstrom, and that mode has fallen by a factor of more than $10^6$.

The slowest mode contributes
\begin{equation}
e^{-150/35.22}=e^{-4.26}=0.0141
\end{equation}
times its amplitude at the drain. The amplitude depends on the potential over the whole drain face, including the oxide ends. In the two-dimensional solution the film face is held at 1 eV and the potential falls linearly to the gate across each oxide end. The film-averaged lowering at 150 angstrom is then
\begin{equation}
\bar u(150)=0.0141\ \text{eV},
\end{equation}
so for this drain face the amplitude of the film average is within about 1\% of 1 eV. This is the answer to (b). It is 2.09 times the tempting value of 0.0067 eV. The third digit belongs to the chosen drain face: holding the oxide ends at 0 or at 1 eV instead gives 0.0137 or 0.0142 eV.

This number is the fall of the potential energy at a fixed point, not the fall of the barrier top. The top lies near mid-channel and moves towards the source when the drain is raised. Take one mode, a channel of length $L\gg2\Lambda$, both ends an energy $V_s$ below the long-channel level, and the drain lowered by a further $V_d$. The depth below that level is $(V_s+V_d)e^{-x/\Lambda}+V_se^{-(L-x)/\Lambda}$, whose minimum is $2\sqrt{V_s(V_s+V_d)}\,e^{-L/(2\Lambda)}$. The top therefore falls by $2\left[\sqrt{V_s(V_s+V_d)}-V_s\right]e^{-L/(2\Lambda)}$, which is less than the mid-channel value $V_de^{-L/(2\Lambda)}$. For $V_d=1$ eV and $V_s$ between 0.3 and 0.6 eV this is 0.009 to 0.011 eV at $L=300$ angstrom and about 0.0001 eV at $L=600$ angstrom.

A length that is 17\% greater than the simple one thus doubles the drain's influence, because the error sits in an exponent. Replacing $\lambda$ by $\Lambda$ multiplies the result by $\exp(x/\lambda-x/\Lambda)$, a factor that grows with distance. Put the other way, an attenuation of $e^{-5}$ needs $5\Lambda=176$ angstrom, not 150.

\subsection{A nearer source}

If the source lies at a finite distance $L$ and its potential is held fixed, the growing exponential may no longer be dropped. Keeping the slowest mode, with amplitude $u_0$ at the drain and zero at $x=L$,
\begin{equation}
X(x)=u_0\,\frac{\sinh[(L-x)/\Lambda]}{\sinh(L/\Lambda)} .
\end{equation}
At mid-channel, $\sinh(2z)=2\sinh z\cosh z$ with $z=L/(2\Lambda)$ reduces this to
\begin{equation}
X(L/2)=\frac{u_0}{2\cosh[L/(2\Lambda)]} .
\end{equation}
For $L\gg2\Lambda$ it becomes $u_0e^{-L/(2\Lambda)}$, the single exponential used above. For a very short channel it tends to $u_0/2$. The faster modes then also reach mid-channel, so one mode no longer gives the profile across the film. The film average suffers much less, because for the drain face used above the slowest mode carries about 99\% of it.

\section{Range of validity}

Both lengths belong to a linear problem. Above threshold the mobile charge changes with the potential, \eqref{laplace} no longer holds, and the Poisson equation must be solved self-consistently with the carrier density. Quantum confinement, which decides where the carriers sit in the film, and real contact shapes, which change the drain amplitude, are also left out. So are tunnelling and breakdown: a step of 1 V across 10 angstrom of oxide at the drain changes the field there by 10 MV/cm, which is comparable with the breakdown field of silicon dioxide. Because the problem is linear, a smaller step gives a proportionally smaller lowering. Within these limits, $\lambda=3$ nm is a quick lower estimate of the decay length, and $\Lambda=3.52$ nm is the length to put in the exponent. The numerical output below lists the main values used here; its lines labelled barrier lowering give the fall of the potential energy at the fixed point 150 angstrom from the drain.

\section*{Values computed for the example and the checks}
\begin{verbatim}
film thickness                    60 angstrom
oxide thickness, each side        10 angstrom
relative permittivity, film       12
relative permittivity, oxide      4
simple length squared             900.0 angstrom^2
simple natural length             30.00 angstrom
simple natural length             3.000 nm
first correction to the square    333.3 angstrom^2
length with first correction      35.12 angstrom
decay length, mode condition      35.22 angstrom
decay length, mode condition      3.522 nm
decay length, diagonalization     35.22 angstrom
decay length, 2D solution         35.23 angstrom
true length / simple length       1.174
surface / mid-film potential      0.659
flatness ratio F                  1.341
oxide factor G                    0.973
length from slice balance         35.22 angstrom
permittivity ratio, simple and true length (angstrom), true/simple:
     3     30.00     35.22  1.1741
    30     94.87     96.61  1.0184
   300    300.00    300.56  1.0019
drain step                        1.0 eV
distance from drain               150 angstrom
barrier lowering, simple model    0.00674 eV
barrier lowering, 2D film average 0.01406 eV
2D / simple lowering              2.09
\end{verbatim}
